# Phonon-assisted absorption and its square law, derived in two ways: test program

```python
# Result under test: phonon-assisted absorption between parabolic bands,
#   w*alpha = sum_j K_j (w - E_j)^2 above each threshold E_j = Eg -/+ Omega,
#   K_j = Nv S^2 n_j (me mh)^(3/2) / (4 pi n c rho Omega)   (atomic units)
# w photon energy, alpha absorption coefficient, Eg indirect gap,
# Omega phonon energy, n_j = N (phonon absorbed) or N+1 (phonon emitted),
# Nv valleys, me, mh density-of-states masses, n refractive index,
# c speed of light, rho mass density, S sum over the two virtual routes:
#   S = p Dc/(D1-w) - p Dv/(D2-w), p momentum matrix element,
#   Dc, Dv phonon couplings, D1, D2 vertical gaps at zone centre and valley.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10   # angstrom
C_AU = 1 / sc.fine_structure

# ---------- model parameters (eV, angstrom, electron masses) ----------
gap, phonons, kT = 1.0, (0.02, 0.06), 0.025
gap_centre, gap_valley = 3.0, 4.0
p_mat, coup_c, coup_v = 1.0, 3.0, 1.0     # 1/A, eV/A, eV/A
m_long, m_trans, m_hole = 1.0, 0.2, 0.5
valleys, n_ref, density = 6, 3.5, 2500.0  # density: m_e per A^3
m_el = (m_long * m_trans**2) ** (1 / 3)


def route_sum(w):
    """S in atomic units for photon energy w in eV."""
    s = p_mat * (coup_c / (gap_centre - w) - coup_v / (gap_valley - w))
    return s * BOHR**2       # p: 1/A -> au, coupling/energy: 1/A -> au


def bose(omega):
    return 1 / np.expm1(omega / kT)


def strength(omega, occupation, s):
    """K_j in 1/(angstrom eV)."""
    rho_au = density * BOHR**3
    k_au = (valleys * s**2 * occupation * (m_el * m_hole) ** 1.5
            / (4 * np.pi * n_ref * C_AU * rho_au * omega / HARTREE))
    return k_au / (BOHR * HARTREE)


# ---------- test: two-route amplitude from a many-electron crossing ----------
def crossing_test(phonon_change):
    """Orbitals v1, v2, c1, c2; both valence orbitals filled; 2 phonons."""
    lower, z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ann = []
    for j in range(4):
        op = np.eye(1)
        for i in range(4):
            op = np.kron(op, z if i < j else lower if i == j else one)
        ann.append(op)
    v1, v2, c1, c2 = ann
    number = sum(a.T @ a for a in ann)
    keep = np.flatnonzero(np.abs(np.diag(number) - 2) < 1e-9)
    cut = lambda a: a[np.ix_(keep, keep)]
    energy = (0.0, -3.0, 3.1, 1.0)
    r1, r2, gc, gv, om, n0 = 0.010, 0.008, 0.012, 0.009, 0.1, 2
    photon = np.diag([1.0], 1)
    b = np.diag(np.sqrt(np.arange(1., 5.)), 1)
    h_el = cut(sum(e * a.T @ a for e, a in zip(energy, ann)))
    up = cut(r1 * c1.T @ v1 + r2 * c2.T @ v2)
    scat = cut(gc * c2.T @ c1 + gv * v2.T @ v1)
    i2, i5, ie = np.eye(2), np.eye(5), np.eye(len(keep))
    k3 = lambda a, q, r: np.kron(a, np.kron(q, r))
    rad = k3(up, photon, i5)
    h0 = (k3(h_el, i2, i5) + om * k3(ie, i2, b.T @ b) + rad + rad.T
          + k3(scat + scat.T, i2, b + b.T))
    n_phot = k3(ie, photon.T @ photon, i5)
    vac = np.zeros(16)
    vac[0] = 1
    full = v1.T @ v2.T @ vac
    ini = k3(full[keep], np.array([0., 1.]), i5[n0])
    fin = k3((c2.T @ v1 @ full)[keep], np.array([1., 0.]),
             i5[n0 + phonon_change])
    w0 = energy[3] - energy[0] + phonon_change * om

    def splitting(w):
        val, vec = np.linalg.eigh(h0 + w * n_phot)
        weight = (ini @ vec) ** 2 + (fin @ vec) ** 2
        pair = np.argsort(weight)[-2:]
        return abs(val[pair[0]] - val[pair[1]])

    best = minimize_scalar(lambda x: (1e5 * splitting(w0 + x)) ** 2,
                           bounds=(-1e-3, 1e-3), method="bounded",
                           options={"xatol": 1e-9})
    measured = splitting(w0 + best.x) / 2
    factor = np.sqrt(n0 if phonon_change < 0 else n0 + 1)
    d1, d2 = energy[2] - energy[0], energy[3] - energy[1]
    derived = factor * abs(r1 * gc / (d1 - w0) - r2 * gv / (d2 - w0))
    return measured / derived


ratio_abs, ratio_em = crossing_test(-1), crossing_test(+1)
assert abs(ratio_abs - 1) < 5e-3 and abs(ratio_em - 1) < 5e-3

# ---------- test: second-order golden rule by time propagation ----------
drive, link, e_mid, w_drive, spacing = 0.04, 0.003, 3.0, 1.0, 0.002
band = w_drive + spacing * np.arange(-200, 201)


def motion(t, y):
    f = drive * np.cos(w_drive * t)
    out = np.empty_like(y)
    out[0] = f * y[1]
    out[1] = e_mid * y[1] + f * y[0] + link * y[2:].sum()
    out[2:] = band * y[2:] + link * y[1]
    return -1j * out


start = np.zeros(403, complex)
start[0] = 1
sol = solve_ivp(motion, (0, 600), start, method="DOP853",
                t_eval=[300, 600], rtol=1e-8, atol=1e-11)
pop = (np.abs(sol.y[2:]) ** 2).sum(axis=0)
rate_seen = (pop[1] - pop[0]) / 300
rate_rule = 2 * np.pi * (drive / 2 * link / (e_mid - w_drive)) ** 2 / spacing
ratio_rate = rate_seen / rate_rule
assert abs(ratio_rate - 1) < 0.01

# ---------- test: absolute alpha in SI from counted wavevector pairs ----------
omega_t, excess = 0.06, 0.10
w_t = gap + omega_t + excess
e_top = 1.1 * excess * sc.e
dk = np.sqrt(2 * m_hole * sc.m_e * e_top) / sc.hbar / 24
axis = np.arange(-38, 39)
kx, ky, kz = np.meshgrid((axis + 0.37) * dk, (axis + 0.21) * dk,
                         (axis + 0.44) * dk, indexing="ij")
kin = sc.hbar**2 / (2 * sc.m_e)
e_h = (kin * (kx**2 + ky**2 + kz**2) / m_hole).ravel()
e_c = (kin * (kx**2 / m_long + (ky**2 + kz**2) / m_trans)).ravel()
hole_list = e_h[e_h < e_top]
el_list = np.sort(e_c[e_c < e_top])


def pairs_below(x_ev):
    return float(np.searchsorted(el_list, x_ev * sc.e - hole_list).sum())


half = 0.05 * excess
pair_density = ((pairs_below(excess + half) - pairs_below(excess - half))
                / (2 * half * sc.e))
volume = (2 * np.pi / dk) ** 3
a0 = 1e-9                                   # vector potential, V s/m
freq = w_t * sc.e / sc.hbar
phase = 2 * np.pi * np.arange(200) / 200
e_field = a0 * freq * np.sin(phase)
b_field = a0 * n_ref * freq / sc.c * np.sin(phase)
intensity = np.mean(e_field * b_field) / sc.mu_0
light = sc.e * a0 / (2 * sc.m_e) * sc.hbar * p_mat * 1e10
rho_si = density * sc.m_e * 1e30
phonon_amp = np.sqrt(sc.hbar * (bose(omega_t) + 1)
                     / (2 * rho_si * volume * omega_t * sc.e / sc.hbar))
to_si = sc.e * 1e10                         # eV/angstrom -> J/m
t_si = light * phonon_amp * to_si * (
    coup_c / ((gap_centre - w_t) * sc.e) - coup_v / ((gap_valley - w_t) * sc.e))
rate_si = 2 * np.pi / sc.hbar * t_si**2 * pair_density * 2 * valleys / volume
alpha_count = w_t * sc.e * rate_si / intensity * 1e-10     # 1/angstrom
alpha_law = (strength(omega_t, bose(omega_t) + 1, route_sum(w_t))
             * excess**2 / w_t)
assert abs(alpha_count / alpha_law - 1) < 0.01

# free pairs: cumulative count ~ W^3; vertical pairs: ~ W^(3/2)
power_pairs = np.log2(pairs_below(excess) / pairs_below(excess / 2))
e_vert = e_h + e_c
power_vert = np.log2(np.sum(e_vert < excess * sc.e)
                     / np.sum(e_vert < excess * sc.e / 2))
assert abs(power_pairs - 3) < 0.03 and abs(power_vert - 1.5) < 0.03

# ---------- the four channels with frozen denominators ----------
s_frozen = route_sum(gap)
channels = []
for om in phonons:
    channels.append(("absorb", om, gap - om, bose(om)))
    channels.append(("emit", om, gap + om, bose(om) + 1))
channels.sort(key=lambda ch: ch[2])
thresholds = np.array([ch[2] for ch in channels])
k_list = np.array([strength(ch[1], ch[3], s_frozen) for ch in channels])


def w_alpha(w):
    return float(np.sum(k_list * np.clip(w - thresholds, 0, None) ** 2))


def alpha_running(w):
    return w_alpha(w) / w * (route_sum(w) / s_frozen) ** 2


# ---------- test: convolution of densities of states and staircase ----------
def conv(w_excess):
    if w_excess <= 0:
        return 0.0
    return quad(lambda x: np.sqrt(x * (w_excess - x)), 0, w_excess,
                epsabs=1e-13, epsrel=1e-10)[0]


assert abs(conv(0.3) / (np.pi * 0.3**2 / 8) - 1) < 1e-7


def w_alpha_quad(w):
    return sum(k * 8 / np.pi * conv(w - e) for k, e in zip(k_list, thresholds))


steps = 2 * np.cumsum(k_list)
for w_mid, height in zip((0.96, 1.00, 1.04, 1.10), steps):
    h = 0.01
    second = (w_alpha_quad(w_mid + h) - 2 * w_alpha_quad(w_mid)
              + w_alpha_quad(w_mid - h)) / h**2
    assert abs(second / height - 1) < 1e-4


# ---------- straight line through sqrt(w alpha): apparent threshold ----------
def intercept(wa, wb):
    ya, yb = np.sqrt(w_alpha(wa)), np.sqrt(w_alpha(wb))
    return wa - ya * (wb - wa) / (yb - ya)


mean_threshold = float(np.sum(k_list * thresholds) / k_list.sum())
assert abs(intercept(11.0, 12.0) - mean_threshold) < 5e-4
apparent = intercept(1.15, 1.25)


# ---------- local exponent of alpha for one emission channel ----------
def exponent(x):
    w = gap + omega_t + x
    ds = p_mat * BOHR**2 * (coup_c / (gap_centre - w) ** 2
                            - coup_v / (gap_valley - w) ** 2)
    return 2 - x / w + 2 * x * ds / route_sum(w)


def log_alpha(x):
    w = gap + omega_t + x
    return np.log(strength(omega_t, bose(omega_t) + 1, route_sum(w))
                  * x**2 / w)


for x in (0.001, 0.01, 0.1, 0.3):
    num = (log_alpha(x * 1.001) - log_alpha(x * 0.999)) / np.log(1.001 / 0.999)
    assert abs(num - exponent(x)) < 1e-4
assert abs(exponent(1e-6) - 2) < 1e-5

# ---------- printed numbers ----------
print(f"indirect gap {gap:.2f} eV, thermal energy {kT:.3f} eV")
print(f"vertical gaps: centre {gap_centre:.1f}, valley {gap_valley:.1f} eV")
print(f"momentum matrix element {p_mat:.1f} 1/angstrom (times hbar)")
print(f"phonon couplings: electron {coup_c:.1f}, hole {coup_v:.1f} eV/angstrom")
print(f"masses: long {m_long}, trans {m_trans}, hole {m_hole} m_e")
print(f"electron density-of-states mass {m_el:.4f} m_e")
print(f"valleys {valleys}, refractive index {n_ref}")
print(f"mass density {density:.0f} m_e/angstrom^3")
for om in phonons:
    print(f"phonon {om:.2f} eV: occupation N = {bose(om):.4f}")
s1 = p_mat * coup_c / (gap_centre - gap)
s2 = p_mat * coup_v / (gap_valley - gap)
print(f"electron route at w=gap {s1:.4f} 1/angstrom^2")
print(f"hole route at w=gap {s2:.4f} 1/angstrom^2")
print(f"route sum S at w=gap {s1 - s2:.4f} 1/angstrom^2")
print("channel: threshold eV, Bose factor, K in 1/(angstrom eV)")
for ch, k in zip(channels, k_list):
    print(f"  {ch[0]:6s} {ch[1]:.2f} eV: {ch[2]:.2f}, {ch[3]:.4f}, {k:.4e}")
print("second derivative of w*alpha above each threshold, 1/(angstrom eV)")
for e, s in zip(thresholds, steps):
    print(f"  above {e:.2f} eV: {s:.4e}")
print("w eV: alpha frozen, alpha running denominators, 1/angstrom")
for w in (0.96, 1.00, 1.04, 1.10, 1.20):
    print(f"  {w:.2f}: {w_alpha(w) / w:.4e}, {alpha_running(w):.4e}")
print(f"alpha frozen at 1.20 eV = {w_alpha(1.2) / 1.2 * 1e8:.3f} 1/cm")
print("channel parts of frozen alpha at 1.20 eV, 1/angstrom")
for ch, k in zip(channels, k_list):
    print(f"  {ch[0]:6s} {ch[1]:.2f} eV: {k * (1.2 - ch[2])**2 / 1.2:.4e}")
print(f"line through sqrt(w*alpha) at 1.15, 1.25 eV hits zero at {apparent:.4f} eV")
print(f"strength-weighted mean threshold {mean_threshold:.4f} eV")
print("local exponent of alpha, 0.06 eV emission channel")
for x in (0.001, 0.01, 0.1, 0.3):
    print(f"  {x:.3f} eV above threshold: {exponent(x):.4f}")
print(f"crossing/derived amplitude: absorb {ratio_abs:.5f}, emit {ratio_em:.5f}")
print(f"propagated/golden-rule rate {ratio_rate:.4f}")
print(f"test point: w {w_t:.2f} eV, 0.06 eV emission channel")
print(f"alpha counted {alpha_count:.4e}, formula {alpha_law:.4e} 1/angstrom")
print(f"count exponents: free pairs {power_pairs:.3f}, vertical {power_vert:.3f}")
print("tests ok")
```

Running it gives:

```
indirect gap 1.00 eV, thermal energy 0.025 eV
vertical gaps: centre 3.0, valley 4.0 eV
momentum matrix element 1.0 1/angstrom (times hbar)
phonon couplings: electron 3.0, hole 1.0 eV/angstrom
masses: long 1.0, trans 0.2, hole 0.5 m_e
electron density-of-states mass 0.3420 m_e
valleys 6, refractive index 3.5
mass density 2500 m_e/angstrom^3
phonon 0.02 eV: occupation N = 0.8160
phonon 0.06 eV: occupation N = 0.0998
electron route at w=gap 1.5000 1/angstrom^2
hole route at w=gap 0.3333 1/angstrom^2
route sum S at w=gap 1.1667 1/angstrom^2
channel: threshold eV, Bose factor, K in 1/(angstrom eV)
  absorb 0.06 eV: 0.94, 0.0998, 6.3727e-08
  absorb 0.02 eV: 0.98, 0.8160, 1.5636e-06
  emit   0.02 eV: 1.02, 1.8160, 3.4798e-06
  emit   0.06 eV: 1.06, 1.0998, 7.0247e-07
second derivative of w*alpha above each threshold, 1/(angstrom eV)
  above 0.94 eV: 1.2745e-07
  above 0.98 eV: 3.2546e-06
  above 1.02 eV: 1.0214e-05
  above 1.06 eV: 1.1619e-05
w eV: alpha frozen, alpha running denominators, 1/angstrom
  0.96: 2.6553e-11, 2.5426e-11
  1.00: 8.5485e-10, 8.5485e-10
  1.04: 7.3635e-09, 7.6968e-09
  1.10: 4.3220e-08, 4.8362e-08
  1.20: 1.7208e-07, 2.1681e-07
alpha frozen at 1.20 eV = 17.208 1/cm
channel parts of frozen alpha at 1.20 eV, 1/angstrom
  absorb 0.06 eV: 3.5899e-09
  absorb 0.02 eV: 6.3064e-08
  emit   0.02 eV: 9.3955e-08
  emit   0.06 eV: 1.1474e-08
line through sqrt(w*alpha) at 1.15, 1.25 eV hits zero at 1.0095 eV
strength-weighted mean threshold 1.0132 eV
local exponent of alpha, 0.06 eV emission channel
  0.001 eV above threshold: 2.0002
  0.010 eV above threshold: 2.0020
  0.100 eV above threshold: 2.0330
  0.300 eV above threshold: 2.1815
crossing/derived amplitude: absorb 1.00118, emit 0.99849
propagated/golden-rule rate 0.9941
test point: w 1.16 eV, 0.06 eV emission channel
alpha counted 7.2772e-09, formula 7.2704e-09 1/angstrom
count exponents: free pairs 3.000, vertical 1.505
tests ok
```
